\section*{Triplet instability and the Coulson–Fischer point of minimal-basis H2}

\section{One orbital or two}

\textbf{Q.} Restricted Hartree--Fock (RHF) theory puts both electrons of H$_2$ into one bonding orbital. Unrestricted theory (UHF) lets the two spins have different orbitals. The electrons feel the same Hamiltonian, so why should they ever want different orbitals? And if they do, at what distance does it begin?

\textbf{A.} Let us compute the energy cost of making the orbitals different and see when it becomes negative. The nuclei are fixed at distance $R$, and I use atomic units: hartree for energy, bohr for length. The basis is one real, normalized s function on each atom, $a$ and $b$, equivalent by symmetry, with overlap $S$. Symmetry then fixes the two molecular orbitals,
\begin{equation}
g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}} .
\end{equation}
Let $h_g$ and $h_u$ be the expectation values of kinetic energy plus nuclear attraction. For the repulsion I write
\begin{equation}
(pq|rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d^3r_1\,d^3r_2 ,
\end{equation}
and abbreviate $J_{gg}=(gg|gg)$, $J_{uu}=(uu|uu)$, $J=(gg|uu)$, $K=(gu|gu)$. Inversion changes the sign of $u$, so integrals with an odd number of $u$'s, such as $(gg|gu)$, vanish.

\textbf{Q.} Which orbital energies go with this? There is more than one ``gap'' one could mean.

\textbf{A.} I mean the gap of the RHF Fock operator with $g$ doubly occupied. An electron in orbital $p$ then has the energy $h_p+2(pp|gg)-(pg|pg)$, so
\begin{align}
\varepsilon_g&=h_g+2J_{gg}-J_{gg}=h_g+J_{gg},\\
\varepsilon_u&=h_u+2J-K,\\
\Delta\varepsilon&=\varepsilon_u-\varepsilon_g=h_u-h_g-J_{gg}+2J-K. \label{gap}
\end{align}
The Fock element between $g$ and $u$ vanishes by parity, so $g^2$ is a stationary point at every $R$. Whether it is a minimum is a separate question.

\section{The cost of separating the spins}

\textbf{Q.} Then displace it. How do you make the orbitals different?

\textbf{A.} I rotate them in opposite directions, keeping them real:
\begin{equation}
\varphi_\alpha=\cos\theta\,g+\sin\theta\,u,\qquad
\varphi_\beta=\cos\theta\,g-\sin\theta\,u. \label{rot}
\end{equation}
With $c=\cos\theta$ and $s=\sin\theta$ the two densities are
\begin{equation}
\varphi_{\alpha,\beta}^2=c^2\,gg+s^2\,uu\pm2cs\,gu .
\end{equation}
Electrons of opposite spin have no exchange energy in a determinant, so their repulsion is the Coulomb energy of these two densities. The terms linear in $gu$ drop out by parity, and the product of the two $gu$ terms carries a minus sign:
\begin{equation}
(\varphi_\alpha\varphi_\alpha|\varphi_\beta\varphi_\beta)
=c^4J_{gg}+s^4J_{uu}+2c^2s^2J-4c^2s^2K .
\end{equation}
Set $x=\sin^2\theta$ and add the one-electron terms and the nuclear repulsion:
\begin{align}
E={}&2(1-x)h_g+2xh_u+(1-x)^2J_{gg}+x^2J_{uu}\nonumber\\
&+2x(1-x)(J-2K)+1/R .
\end{align}
Now collect powers of $x$. The constant is $E_{\rm RHF}=2h_g+J_{gg}+1/R$. The coefficient of $x$ is $2(h_u-h_g-J_{gg}+J-2K)$. By Eq.~(\ref{gap}), $h_u-h_g-J_{gg}=\Delta\varepsilon-2J+K$, so this coefficient equals $2(\Delta\varepsilon-J-K)$. Therefore
\begin{align}
E&=E_{\rm RHF}+2Dx+Qx^2, \label{quad}\\
D&=\Delta\varepsilon-J-K,\\
Q&=J_{gg}+J_{uu}-2J+4K .
\end{align}
No term has been neglected. Since $x=\theta^2+O(\theta^4)$, the curvature at $\theta=0$ is $4D$. The RHF determinant is unstable to this rotation when
\begin{equation}
\boxed{\;\Delta\varepsilon<J+K\;} \label{cond}
\end{equation}

\textbf{Q.} What happens at $D=0$, where the curvature says nothing?

\textbf{A.} The sign of $Q$ decides. The combination $J_{gg}+J_{uu}-2J$ is the Coulomb self-energy of the charge distribution $gg-uu$, and $K$ is that of $gu$. The Coulomb self-energy of a nonzero real distribution is positive, so $Q>0$. At $D=0$ the energy rises as $Qx^2\approx Q\theta^4$, and RHF is still a minimum along this path.

In physical terms, the rotation costs orbital energy because it promotes electrons across the gap. It gains repulsion energy because the electrons move apart. From the densities above,
\begin{equation}
\varphi_\alpha^2-\varphi_\beta^2=4cs\,gu
=\sin2\theta\,\frac{a^2-b^2}{\sqrt{1-S^2}} ,
\end{equation}
so spin up gathers on one atom and spin down on the other.

\section{Why a triplet}

\textbf{Q.} You have one electron of each spin throughout. Where is the triplet?

\textbf{A.} Expand the determinant, with a bar for spin $\beta$:
\begin{equation}
|\varphi_\alpha\bar\varphi_\beta|=c^2|g\bar g|-s^2|u\bar u|
-cs\bigl(|g\bar u|-|u\bar g|\bigr). \label{exp}
\end{equation}
Written out, the bracket is
\begin{equation}
\frac{1}{\sqrt2}\,[g(1)u(2)-u(1)g(2)]\,
[\alpha(1)\beta(2)+\beta(1)\alpha(2)] .
\end{equation}
The space part is antisymmetric and the spin part symmetric, so this is $\sqrt2$ times the normalized triplet state with $M_S=0$. Its amplitude in the determinant is $-\sqrt2\,cs$ and its weight is $2c^2s^2$. A triplet has $S^2=2$ and the other two terms are singlets, hence
\begin{equation}
\langle S^2\rangle=4c^2s^2=\sin^22\theta=4x(1-x). \label{spin}
\end{equation}

\textbf{Q.} So the instability sets in when the triplet state drops below the RHF energy?

\textbf{A.} No. The triplet with one electron in $g$ and one in $u$ has energy $h_g+h_u+J-K+1/R$. Subtract $E_{\rm RHF}$ and use Eq.~(\ref{gap}):
\begin{equation}
E_T-E_{\rm RHF}=h_u-h_g-J_{gg}+J-K=\Delta\varepsilon-J .
\end{equation}
Where $\Delta\varepsilon=J+K$, the triplet is still $K$ above RHF.

\textbf{Q.} Then mixing in a higher state lowers the energy, although a triplet cannot couple to a singlet. That sounds impossible.

\textbf{A.} The triplet does not do it alone. To second order in $\theta$, Eq.~(\ref{exp}) contains the triplet with weight $2\theta^2$, which costs $2\theta^2(\Delta\varepsilon-J)$. It also contains $|u\bar u|$ with amplitude $-\theta^2$. That determinant couples to $|g\bar g|$ through the matrix element $(gu|gu)=K$, and the cross term contributes $2(-\theta^2)K$. The sum is
\begin{equation}
2\theta^2(\Delta\varepsilon-J)-2\theta^2K=2D\theta^2 ,
\end{equation}
in agreement with Eq.~(\ref{quad}). As long as the triplet lies above RHF, all of the gain comes from this singlet correlation effect. A single determinant with real orbitals rotated in this way cannot have it without the triplet admixture.

\textbf{Q.} Could it get the gain by rotating both orbitals in the same direction? That would keep the spins paired.

\textbf{A.} Then the two $gu$ terms in the densities have equal signs, and $-4c^2s^2K$ becomes $+4c^2s^2K$. The energy changes by $8x(1-x)K$ relative to Eq.~(\ref{quad}), and the curvature becomes
\begin{equation}
4(D+4K)=4(\Delta\varepsilon-J+3K).
\end{equation}
At $D=0$ this is $16K>0$. The singlet direction is stable where the triplet direction goes soft.

\section{Have we found the lowest determinant?}

\textbf{Q.} You chose equal and opposite angles. With two independent angles there might be a lower solution, reached by a jump before $D$ vanishes.

\textbf{A.} That has to be excluded. Give $\varphi_\alpha$ the angle $p/2$ and $\varphi_\beta$ the angle $q/2$. By the double-angle formulas,
\begin{equation}
\varphi_\alpha^2=m+n\cos p+gu\sin p,\quad
m=\tfrac12(gg+uu),\quad n=\tfrac12(gg-uu),
\end{equation}
and likewise for $\varphi_\beta^2$ with $q$. The integrals needed are $(m|n)=(J_{gg}-J_{uu})/4$ and $(n|n)=(J_{gg}+J_{uu}-2J)/4\equiv A$. The one-electron part contributes $-\frac12(h_u-h_g)(\cos p+\cos q)$ and a constant. With all constants in $C$,
\begin{align}
E&=C-F(\cos p+\cos q)+A\cos p\cos q+K\sin p\sin q,\\
F&=\tfrac12(h_u-h_g)-\tfrac14(J_{gg}-J_{uu}).
\end{align}
Put $p=\sigma+\delta$, $q=\sigma-\delta$, $w=\cos\sigma$, $v=\cos\delta$. The addition theorems give
\begin{align}
\cos p+\cos q&=2wv,\\
\cos p\cos q&=w^2v^2-(1-w^2)(1-v^2)=w^2+v^2-1,\\
\sin p\sin q&=(1-w^2)v^2-w^2(1-v^2)=v^2-w^2,
\end{align}
and therefore
\begin{equation}
E=C-A-2Fwv+(A-K)w^2+(A+K)v^2 .
\end{equation}
If $K>A$, this is concave in $w$ at fixed $v$, so its minimum lies at an end, $w=\pm1$. Changing the signs of $w$ and $v$ together leaves $E$ unchanged and gives the same determinant, so take $w=1$. That means $q=-p$, the opposite rotation (\ref{rot}) with $v=\cos2\theta$. What remains is a parabola in $v$. For $F\ge0$ its minimum on the allowed interval is at
\begin{equation}
\cos2\theta=\min\left[1,\frac{F}{A+K}\right]. \label{cos}
\end{equation}
Inserting the definitions gives $D=2(F-A-K)$ and $Q=4(A+K)$. The minimum thus leaves $\theta=0$ where $D=0$, without a jump.

\textbf{Q.} And are $K>A$ and $F\ge0$ true for the molecule?

\textbf{A.} They are assumptions of the argument, to be checked for each basis. In the STO-3G basis, where each s function is a fixed sum of three Gaussians, the numerical check confirms both at 53 distances from 0.8 to 6.0 bohr. The statement covers real orbitals and one electron of each spin, up and down; complex or spin-mixed orbitals are outside it.

\section{Locating the branch point}

\textbf{Q.} Now I want a distance.

\textbf{A.} It is the root $R_c$ of $D(R)=0$, the Coulson--Fischer point. For STO-3G, in atomic units:
\begin{center}
\begin{tabular}{ccccc}
$R$ & $\Delta\varepsilon$ & $J$ & $K$ & $D$\\
\hline
1.4 & 1.2485 & 0.6636 & 0.1813 & $+0.4036$\\
2.0 & 0.8874 & 0.6132 & 0.2005 & $+0.0737$\\
2.6 & 0.6508 & 0.5728 & 0.2214 & $-0.1435$\\
4.0 & 0.3458 & 0.5121 & 0.2651 & $-0.4314$
\end{tabular}
\end{center}
The gap falls quickly with distance, while $J+K$ goes down only from 0.845 to 0.777. Linear interpolation between 2.0 and 2.6 gives $2.0+0.6\times0.0737/0.2172=2.20$. Solving for the root gives
\begin{equation}
R_c=2.180\ \text{bohr}=1.153\ \text{\AA}.
\end{equation}
There $J+K=0.6001+0.2067=0.8068$, equal to the gap. On the scanned grid $D$ changes sign once. The value belongs to this basis. Larger bases move the branch point outward by about 0.12 bohr, to 2.287 bohr in cc-pVDZ, 2.296 in cc-pVTZ and 2.298 in cc-pVQZ. Condition (\ref{cond}) itself is also tied to having a single empty orbital. With several empty orbitals $r,s$, the instability begins where the lowest eigenvalue of the matrix $(\varepsilon_r-\varepsilon_g)\delta_{rs}-(gg|rs)-(gr|gs)$ reaches zero. At that distance $\Delta\varepsilon-J-K$ for the lowest $\sigma_u$ orbital alone is still positive, $+0.10$ hartree in cc-pVTZ.

\textbf{Q.} How does the UHF energy depart from the RHF curve? A new solution suggests a kink.

\textbf{A.} For $D<0$, setting the derivative of Eq.~(\ref{quad}) to zero gives $2D+2Qx=0$, so
\begin{equation}
x=-\frac DQ,\qquad
E_{\rm UHF}=E_{\rm RHF}-\frac{2D^2}{Q}+\frac{D^2}{Q}
=E_{\rm RHF}-\frac{D^2}{Q}. \label{uhf}
\end{equation}
The integrals are smooth functions of $R$. Differentiate the lowering:
\begin{equation}
\frac{d}{dR}\left(-\frac{D^2}{Q}\right)=-\frac{2DD'}{Q}+\frac{D^2Q'}{Q^2}.
\end{equation}
Both terms vanish at $D=0$, so the slope is continuous and there is no kink. In the second derivative one term survives at $R_c$, namely $-2D'^2/Q$. Provided $D'(R_c)\neq0$, the curvature jumps by this amount, and close to $R_c$ on the stretched side
\begin{equation}
E_{\rm UHF}-E_{\rm RHF}\approx-\frac{D'^2}{Q}(R-R_c)^2 .
\end{equation}
With $D'=-0.3870$ and $Q=0.8567$ the jump is $-2\times0.3870^2/0.8567=-0.3496$ hartree/bohr$^2$. One-sided differences of directly minimized energies give the slope 0.1668 hartree/bohr on both sides, and curvatures of $0.0302$ on the left and $-0.3194$ on the right, which differ by the same $-0.3496$.

\textbf{Q.} Do the orbitals also change smoothly?

\textbf{A.} They are continuous, but their slope is not. To leading order beyond $R_c$,
\begin{equation}
\theta\approx\sqrt{x}\approx\sqrt{\frac{-D'(R-R_c)}{Q}},
\end{equation}
which starts with infinite slope. The continuous slope is a property of the energy. The spin contamination starts linearly: from Eq.~(\ref{spin}), $\langle S^2\rangle\approx4x$, with initial slope $-4D'/Q=4\times0.3870/0.8567=1.81$ per bohr.

\section{A stretched molecule in numbers}

\textbf{Q.} Show me one point well beyond $R_c$.

\textbf{A.} Take $R=3.0$ bohr. The orbital energies are $\varepsilon_g=-0.3377$ and $\varepsilon_u=0.1981$ hartree, so $\Delta\varepsilon=0.5358$. With $J=0.5512$ and $K=0.2351$,
\begin{equation}
D=0.5358-0.7863=-0.2505 .
\end{equation}
With $J_{gg}=0.5432$ and $J_{uu}=0.5734$,
\begin{equation}
Q=0.5432+0.5734-1.1025+0.9405=0.9546 .
\end{equation}
Hence $x=0.2505/0.9546=0.2624$ and $\theta=30.8^\circ$. The lowering is $0.2505^2/0.9546=0.0657$, which takes the energy from $-0.8853$ to $-0.9510$ hartree. Minimizing the determinant energy over two free angles gives the same value. The spin expectation value is $4\times0.2624\times0.7376=0.774$, where a pure singlet has zero.

The bare difference $h_u-h_g$ is here $-0.6692+0.8809=0.2117$, less than half of $\Delta\varepsilon$. Condition (\ref{cond}) needs the Fock gap.

The triplet lies at $-0.9007$ hartree, already below RHF. The two cross at 2.93 bohr, well outside $R_c$, as the argument about $K$ requires. In cc-pVTZ the optimized triplet determinant crosses RHF at 3.15 bohr, again outside the branch point.

\textbf{Q.} Does anything happen to the real molecule at $R_c$?

\textbf{A.} Within this basis we can ask the full configuration interaction (CI) ground state. By parity and spin, $|g\bar g|$ mixes only with $|u\bar u|$, whose energy is $E_{uu}=2h_u+J_{uu}+1/R$. The lower root of the $2\times2$ problem is
\begin{equation}
E_{\rm CI}=\frac{E_{\rm RHF}+E_{uu}}2
-\sqrt{\left(\frac{E_{uu}-E_{\rm RHF}}2\right)^2+K^2}. \label{ci}
\end{equation}
Since $K>0$, the square root never reaches zero and the energy is smooth in $R$. The branch point belongs to the single-determinant approximation. At 3.0 bohr $E_{\rm CI}=-0.9852$ hartree: RHF lies 0.0999 above it and UHF 0.0341. In this basis UHF recovers two thirds of the missing energy, at the price of a wrong spin. These numbers are not converged: in cc-pVTZ at the same distance the lowering is 0.028 hartree, 42\% of the distance from RHF to full CI, and $\langle S^2\rangle=0.67$.

\section{Two limits}

\textbf{Q.} Does the formula give two hydrogen atoms at large distance?

\textbf{A.} Let the overlap vanish. Then $gg=uu=(a^2+b^2)/2$ and $gu=(a^2-b^2)/2$. With $U=(aa|aa)$ and $(aa|bb)=1/R$,
\begin{equation}
J_{gg}=J_{uu}=J=\tfrac12(U+1/R),\qquad K=\tfrac12(U-1/R).
\end{equation}
Each electron has $h_g=h_u=E_{\rm H}-1/R$, where $E_{\rm H}$ is the atomic energy in this basis and $-1/R$ the attraction to the other nucleus. So
\begin{align}
E_{\rm RHF}&=2E_{\rm H}-\frac2R+\frac12\left(U+\frac1R\right)+\frac1R
=2E_{\rm H}+\frac U2-\frac1{2R},\\
\Delta\varepsilon&=J-K=\frac1R,\qquad D=\frac1R-U,\qquad Q=4K=-2D .
\end{align}
RHF is too high by about $U/2$, because half of its weight has both electrons on one atom. At 40 bohr, with $U=0.7746$, the excess is $0.3873-0.0125=0.3748$ hartree, as the direct calculation finds. This value holds for a fixed atomic function; in cc-pVTZ, where the orbital can relax, the excess at 40 bohr is 0.275 hartree. From Eq.~(\ref{uhf}), $x=1/2$ and the lowering is $D^2/Q=-D/2=\frac12(U-1/R)$, which removes the excess and leaves $2E_{\rm H}$. The orbitals $(g\pm u)/\sqrt2$ are then $a$ and $b$. The energy is right, but $\langle S^2\rangle=1$: the state is half singlet and half triplet, which are degenerate in this limit.

\textbf{Q.} Is there a case where I can check the condition in my head?

\textbf{A.} The Hubbard dimer: orthogonal sites, hopping $t>0$, repulsion $U>0$ on each site and none between sites, no nuclear term. Here $h_g=-t$, $h_u=t$ and $J_{gg}=J_{uu}=J=K=U/2$. Equation~(\ref{gap}) gives $\Delta\varepsilon=2t-U/2+U-U/2=2t$, and $J+K=U$. RHF is unstable for $U>2t$. With $Q=2U$,
\begin{equation}
E_{\rm UHF}=-2t+\frac U2-\frac{(2t-U)^2}{2U}=-\frac{2t^2}{U}.
\end{equation}
The CI formula (\ref{ci}) becomes $U/2-\sqrt{4t^2+U^2/4}$, which tends to $-4t^2/U$ for $U\gg t$. In that regime UHF, like the CI state, keeps the electrons almost entirely on different sites, but it obtains only half of the energy that hopping gives the singlet.

\section*{Calculated quantities}
\begin{verbatim}
H2, STO-3G; energies in hartree, distances in bohr
R    gap     J       K       D        E_RHF     E_UHF
1.4  1.2485  0.6636  0.1813  +0.4036  -1.11671  -1.11671
2.0  0.8874  0.6132  0.2005  +0.0737  -1.04917  -1.04917
2.6  0.6508  0.5728  0.2214  -0.1435  -0.94904  -0.97174
3.0  0.5358  0.5512  0.2351  -0.2505  -0.88528  -0.95102
4.0  0.3458  0.5121  0.2651  -0.4314  -0.76108  -0.93584
6.0  0.1827  0.4706  0.3040  -0.5920  -0.64508  -0.93323
Coulson-Fischer point
R_c = 2.17969 bohr = 1.15344 angstrom
R_c from direct curvature = 2.17969 bohr
gap = 0.80679 hartree
J = 0.60007 hartree
K = 0.20672 hartree
J + K = 0.80679 hartree
Q = 0.85665 hartree
E_RHF = E_UHF = -1.019879 hartree
dD/dR = -0.38695 hartree/bohr
energy slope, left = 0.166814 hartree/bohr
energy slope, right = 0.166814 hartree/bohr
energy curvature, left = 0.0302 hartree/bohr^2
energy curvature, right = -0.3194 hartree/bohr^2
curvature jump, formula = -0.3496 hartree/bohr^2
initial slope of <S^2> = 1.8068 per bohr
triplet meets RHF at R = 2.9264 bohr
Worked example at R = 3.0 bohr
overlap S = 0.22619
h_g = -0.88088, h_u = -0.66923 hartree
J_gg = 0.54316, J_uu = 0.57343 hartree
J = 0.55123, K = 0.23512 hartree
e_g = -0.33773, e_u = 0.19810 hartree
gap = 0.53583 hartree
D = -0.25052, Q = 0.95461 hartree
F = 0.11339, A = 0.00353 hartree
x = sin^2(theta) = 0.26243
theta = 30.816 degrees
<S^2>, formula = 0.77424
<S^2>, minimized = 0.77424
E_RHF = -0.885275 hartree
E_UHF, formula = -0.951018 hartree
E_UHF, minimized = -0.951018 hartree
E_UHF - E_RHF = -0.065743 hartree
full CI singlet = -0.985157 hartree
triplet = -0.900675 hartree
Separated atoms
two H atoms = -0.933164 hartree
on-site repulsion U = 0.774606 hartree
RHF excess at 40 bohr = 0.374803 hartree
\end{verbatim}
